# Bending of a free plate with a through-thickness eigenstrain gradient

## Problem

A flat plate occupies \(-h/2<z<h/2\). Its material would like to change size by an amount that depends on height. A small element at height \(z\), cut out and left free, would take the in-plane strain \(e^*(z)\), the same in \(x\) and \(y\), and some strain \(f(z)\) along \(z\), without shear. Such a stress-free strain is called an eigenstrain. It can come from a gradient of temperature or composition. Take

\[
e^*(z)=e_0+gz .
\]

The plate is homogeneous and linearly elastic. It carries no loads, and its supports merely prevent rigid motion. In parts (a) to (d) the displacement gradients are small enough for the linear strain \(\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)\). Count the curvature positive when the top face is convex:

\[
\kappa_x=-\frac{\partial^2w}{\partial x^2},\qquad
\kappa_y=-\frac{\partial^2w}{\partial y^2},\qquad w(x,y)=u_z(x,y,0).
\]

(a) Find the displacement, the curvature and the stress of the free plate. Is the solution unique, and is homogeneity needed?

(b) Which smooth profiles \(e^*(z)\) leave a free plate without stress?

(c) Add a term \(cz^2\) to \(e^*\). Find the curvature and stress far from the edges, first for a uniform Young modulus \(E\), then for \(E(z)=E(1+\beta z)\) with a uniform Poisson ratio \(\nu\).

(d) Find the stress far from the edges when the plate with the linear profile is held flat but may expand in its plane.

(e) The plate is now a thin disc of radius \(R\). Find the leading stress that finite deflection brings back, and say what "small deflection" must mean.

(f) Evaluate the results for \(h=10\) µm, \(E=100\) GPa, \(\nu=0.25\) and an eigenstrain rising from 0.001 at the bottom to 0.003 at the top. In (c) use \(c=4.0\times10^{-5}\) µm⁻² and a modulus rising from \(0.2E\) to \(1.8E\). In (e) use \(R=50\), 100 and 300 µm.

## Solution

### (a) The free plate

Stress comes from the elastic part of the strain, which is the total strain less the eigenstrain:

\[
\sigma=C:(\varepsilon-\varepsilon^*),\qquad
\varepsilon^*=\mathrm{diag}(e^*,e^*,f).
\]

With no loads, equilibrium is the minimum of the elastic energy

\[
U=\frac12\int(\varepsilon-\varepsilon^*):C:(\varepsilon-\varepsilon^*)\,dV\ \ge 0 .
\]

The stiffness \(C\) is positive definite, so \(U=0\) requires \(\varepsilon=\varepsilon^*\) throughout the plate. The question is therefore whether a displacement exists whose strain is the eigenstrain.

The two in-plane normal strains are obtained from

\[
u_x=(e_0+gz)x,\qquad u_y=(e_0+gz)y .
\]

These give \(\partial_xu_x=\partial_yu_y=e_0+gz\) and \(\varepsilon_{xy}=0\). The remaining shears must vanish:

\[
2\varepsilon_{xz}=\partial_zu_x+\partial_xu_z=gx+\partial_xu_z=0,
\]
\[
2\varepsilon_{yz}=\partial_zu_y+\partial_yu_z=gy+\partial_yu_z=0 .
\]

Hence \(\partial_xu_z=-gx\) and \(\partial_yu_z=-gy\). Together with \(\partial_zu_z=f(z)\) they integrate to

\[
u_z=\int_0^z f(z')\,dz'-\frac g2(x^2+y^2).
\]

All six strain components now equal those of the eigenstrain. The energy is zero and the stress vanishes at every point, up to and including the edges. The mid-plane has the shape

\[
w=-\frac g2(x^2+y^2),\qquad \boxed{\kappa_x=\kappa_y=g,\quad \sigma=0.}
\]

The solution is unique up to rigid motion. Any other minimizer also has \(U=0\), hence the same strain, and two displacements with equal strain differ by a rigid motion.

The curvature has a simple geometrical origin. Over a length \(\ell\), the top face becomes longer than the bottom face by \(gh\ell\). Sections that stay perpendicular to the plate must then turn relative to each other by \(gh\ell/h=g\ell\), which is a curvature \(g\). The mean strain \(e_0\) changes the size of the plate, and \(f\) changes its thickness by \(\int_{-h/2}^{h/2}f\,dz\), which is zero if \(f\) is odd; neither bends it.

The argument used no property of \(C\) except positive definiteness. Homogeneity is thus sufficient but not necessary: with a linear eigenstrain, a plate whose modulus varies through the thickness takes the same shape and is also free of stress.

### (b) The profiles that give no stress

Suppose that the stress is zero. Then \(\varepsilon_{xx}=e^*(z)\), \(\varepsilon_{zz}=f(z)\) and \(\varepsilon_{xz}=0\). For any smooth displacement,

\[
\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}
=\partial_x\partial_z(\partial_zu_x+\partial_xu_z)
=2\,\partial_x\partial_z\varepsilon_{xz}.
\]

The second term on the left vanishes because \(f\) does not depend on \(x\), and the right side vanishes because there is no shear. What is left is

\[
\frac{d^2e^*}{dz^2}=0 .
\]

A smooth profile must therefore be linear, and part (a) shows that every linear profile qualifies.

### (c) A quadratic term

Now \(e^*=e_0+gz+cz^2\), and stress cannot be avoided. Far from the edges of a thin plate, sections stay straight and the total in-plane strain is \(a+\kappa z\). The faces are free, so \(\sigma_{zz}=0\). With equal in-plane stresses \(\sigma\), Hooke's law gives the in-plane elastic strain as \((\sigma-\nu\sigma)/E\). Therefore

\[
\sigma=M\,(a+\kappa z-e^*),\qquad M=\frac{E}{1-\nu}.
\]

A free plate transmits no net force and no net moment:

\[
\int_{-h/2}^{h/2}\sigma\,dz=0,\qquad \int_{-h/2}^{h/2}\sigma z\,dz=0 .
\]

Write \(a=e_0+\alpha\) and \(\kappa=g+\delta\), so that \(\sigma=M(\alpha+\delta z-cz^2)\). The integrals needed are \(\int z^2dz=h^3/12\) and \(\int z^4dz=h^5/80\); odd powers integrate to zero.

**Uniform modulus.** The force condition reads \(\alpha h-ch^3/12=0\), so \(\alpha=ch^2/12\). The moment condition reads \(\delta h^3/12=0\), so \(\delta=0\). Thus

\[
\kappa=g,\qquad \sigma=Mc\left(\frac{h^2}{12}-z^2\right).
\]

The stress is \(Mch^2/12\) at the mid-plane and \(-Mch^2/6\) at both faces. The curvature is the same as for the linear profile, so a measured curvature does not show that a plate is free of stress.

**Graded modulus.** Replace \(M\) by \(M(1+\beta z)\). The force condition becomes

\[
\alpha h+\beta\delta\frac{h^3}{12}-c\frac{h^3}{12}=0
\quad\Rightarrow\quad
\alpha=\frac{h^2}{12}(c-\beta\delta).
\]

The moment condition is

\[
\beta\alpha\frac{h^3}{12}+\delta\frac{h^3}{12}-\beta c\frac{h^5}{80}=0
\quad\Rightarrow\quad
\beta\alpha+\delta=\frac{3}{20}\beta ch^2 .
\]

Insert \(\alpha\) and collect the terms in \(\delta\):

\[
\delta\left(1-\frac{\beta^2h^2}{12}\right)
=\beta ch^2\left(\frac3{20}-\frac1{12}\right)=\frac{\beta ch^2}{15},
\]
\[
\kappa=g+\frac{\beta ch^2}{15\,(1-\beta^2h^2/12)} .
\]

The stress is

\[
\sigma=M(1+\beta z)\,(\alpha+\delta z-cz^2),\qquad
\delta=\kappa-g,\quad \alpha=\frac{h^2}{12}(c-\beta\delta),
\]

where \(M=E/(1-\nu)\) is the value at the mid-plane. The modulus must be positive at both faces, so \(|\beta|h<2\) and the denominator in \(\kappa\) is positive. For \(c=0\) the correction vanishes, in agreement with part (a). The modulus gradient affects the curvature here because there is a stress for it to weight.

### (d) The plate held flat

Return to \(c=0\) and impose \(\kappa=0\). The plate may still expand, so the net force is zero:

\[
\int_{-h/2}^{h/2}M(a-e_0-gz)\,dz=Mh(a-e_0)=0
\quad\Rightarrow\quad a=e_0 .
\]

The stress and the moment per unit length that holds the plate flat are

\[
\sigma=-Mgz,\qquad \int_{-h/2}^{h/2}\sigma z\,dz=-\frac{Mgh^3}{12}.
\]

For \(g>0\) the top is compressed and the bottom is stretched. Releasing the moment lets the plate acquire the strain \(gz\), whose stress \(+Mgz\) cancels \(-Mgz\) at each height.

### (e) What finite deflection changes

For \(g>0\) the shape found in (a) is a shallow dome, curved in two directions. A flat sheet cannot take this shape without stretching, an effect that the linear strain leaves out.

For a thin disc with axial symmetry, measure the radial displacement \(u(r)\) of the mid-plane from the uniformly expanded state. To second order in the slope, the mid-plane elastic strains are

\[
\varepsilon_r=u'+\tfrac12w'^2,\qquad \varepsilon_\theta=\frac ur .
\]

The stretching stress is of order \(g^2\). It acts back on \(w\) through its product with the curvature, which is of order \(g^3\). For the leading stress we may therefore use \(w=-gr^2/2\), with \(w'^2=g^2r^2\). Eliminating \(u=r\varepsilon_\theta\) gives

\[
\varepsilon_r-\varepsilon_\theta-r\varepsilon_\theta'=\tfrac12g^2r^2 .
\]

In-plane equilibrium is \((r\sigma_r)'=\sigma_\theta\), or \(\sigma_r-\sigma_\theta=-r\sigma_r'\). Hooke's law, \(E\varepsilon_r=\sigma_r-\nu\sigma_\theta\) and \(E\varepsilon_\theta=\sigma_\theta-\nu\sigma_r\), then yields

\[
E(\varepsilon_r-\varepsilon_\theta)=(1+\nu)(\sigma_r-\sigma_\theta)=-(1+\nu)r\sigma_r',
\]
\[
Er\varepsilon_\theta'=r\sigma_\theta'-\nu r\sigma_r' .
\]

Subtract the second line from the first. The terms in \(\nu\) cancel:

\[
-r(\sigma_r+\sigma_\theta)'=\tfrac12Eg^2r^2
\quad\Rightarrow\quad
\sigma_r+\sigma_\theta=A-\tfrac14Eg^2r^2 .
\]

By equilibrium, \(\sigma_r+\sigma_\theta=2\sigma_r+r\sigma_r'=(r^2\sigma_r)'/r\). Multiply by \(r\) and integrate; the integration constant is zero because the stress is finite at the centre:

\[
\sigma_r=\frac A2-\frac{Eg^2r^2}{16}.
\]

The free edge requires \(\sigma_r(R)=0\), so \(A/2=Eg^2R^2/16\), and

\[
\sigma_r=\frac{Eg^2}{16}(R^2-r^2),\qquad
\sigma_\theta=(r\sigma_r)'=\frac{Eg^2}{16}(R^2-3r^2).
\]

The centre is in tension, \(Eg^2R^2/16\), and the rim is in hoop compression, \(-Eg^2R^2/8\). The sign at the rim follows from geometry: a circle drawn on a spherical cap at arc length \(r\) from the pole is shorter than \(2\pi r\), so the rim of the flat disc has too much length for its new place.

Compare the centre stress with the surface stress \(Mgh/2\) of the plate held flat. With the edge deflection \(w_R=gR^2/2\), taken as a magnitude,

\[
\frac{Eg^2R^2/16}{Mgh/2}=\frac{(1-\nu)gR^2}{8h}=\frac{1-\nu}{4}\,\frac{w_R}{h}.
\]

For a disc, small deflection thus means \(w_R\ll h\). A small slope \(gR\) is not enough. However small the gradient, a disc that is wide enough leaves the regime of part (a). For an elongated plate the narrower dimension is what counts. In a long free strip of width \(b\) the stretching stress is about \(Eg^2b^2/12\) at the edges and does not grow with the length, so the condition is \(gb^2\ll h\). With the numbers of part (f), a strip of \(1200\times100\) µm deflects by about \(3.6h\) at its ends, yet its largest stress is only about 3.4 MPa.

### (f) Numbers

Micrometres and megapascals are natural here. The gradient is

\[
g=\frac{0.003-0.001}{10\ \text{µm}}=2.0\times10^{-4}\ \text{µm}^{-1}=200\ \text{m}^{-1},
\]

so the radius of curvature is \(1/g=5000\) µm, or 5 mm. With \(M=100\,000/0.75=133\,333\) MPa, holding the plate flat costs a surface stress of magnitude

\[
\frac{Mgh}{2}=133\,333\times2.0\times10^{-4}\times5=133\ \text{MPa},
\]

compressive at the top and tensile at the bottom.

Part (a) was tested by minimizing the three-dimensional elastic energy of a free block of \(60\times40\times10\) µm over general polynomial displacements. Both curvatures came out as \(2.000\times10^{-4}\) µm⁻¹. The largest stress was about \(10^{-12}\) MPa, which is rounding error. The same held when the modulus rose ninefold from bottom to top. The block is not thin, which agrees with the fact that part (a) made no thin-plate approximation.

For the quadratic profile with uniform modulus, \(Mch^2=533\) MPa. The stress is \(533/12=44.4\) MPa at the mid-plane and \(-533/6=-88.9\) MPa at the faces, while the curvature remains \(g\). For the graded modulus, \(\beta h=1.6\) and \(\beta ch^2=6.4\times10^{-4}\) µm⁻¹, so

\[
\kappa=2.0\times10^{-4}+\frac{6.4\times10^{-4}}{15\times0.787}
=2.54\times10^{-4}\ \text{µm}^{-1}.
\]

The layer-by-layer force and moment balance gives the same value.

For the discs, the leading formulas can be compared with a numerical minimization of the von Kármán energy, which lets the shape adjust to the stretching. Mean curvature here means \(2w_R/R^2\) with the computed deflection.

| \(R\) (µm) | linear \(w_R/h\) | mean curvature\(/g\) | centre stress, leading / computed (MPa) |
|---|---|---|---|
| 50 | 0.025 | 0.9998 | 0.625 / 0.625 |
| 100 | 0.10 | 0.997 | 2.50 / 2.48 |
| 300 | 0.90 | 0.856 | 22.5 / 15.8 |

At \(R=100\) µm the centre stress is 1.9% of the 133 MPa found for the plate held flat, as \(0.75\times0.10/4\) predicts. Within von Kármán theory the curvature is 0.3% below \(g\). At \(R=300\) µm the linear solution has an edge slope of only \(gR=0.06\), but its edge deflection is already 0.90 of the thickness. The mean curvature has fallen 14% below \(g\), and the largest stress anywhere in the disc is 44 MPa, a third of the held-flat value. The leading formula overestimates the centre stress because it assumes the full curvature \(g\), which the stretching has reduced.

The disc calculation uses thin-plate theory and assumes axial symmetry. At \(R=50\) µm, where \(R/h=5\), it checks the formula only within that theory; three-dimensional corrections are not included. The theory also drops relative corrections of the order of the eigenstrain itself. At finite strain \(2w_R/R^2\) carries roughly the factor \((1+e_0)/(1+f)\), a shift of about \(+0.2\%\) if \(f=0\) and almost none if \(f=e^*\). This exceeds the loss listed for \(R=50\) µm and is comparable to that for \(R=100\) µm. The centre stress at \(R=50\) µm can likewise move by a few per cent, depending on \(f\). It also cannot tell whether a wide disc would prefer a shape without axial symmetry. The remaining computed values are in the numerical output.

## Computed results

```
thickness h = 10.0 um
Young modulus E = 100000 MPa, Poisson ratio = 0.25
biaxial modulus M = 133333.3 MPa
eigenstrain at bottom = 0.0010, top = 0.0030
mean eigenstrain e0 = 0.0020
eigenstrain gradient g = 2.000e-04 1/um = 200.0 1/m
radius of curvature 1/g = 5000.0 um = 5.000 mm
held flat: top stress = -133.33 MPa
held flat: bottom stress = 133.33 MPa
block sides = 60.0 by 40.0 by 10.0 um
block, uniform modulus: kappa_x = 2.000000e-04 1/um
block, uniform modulus: kappa_y = 2.000000e-04 1/um
block, uniform modulus: largest stress = 1.8e-12 MPa
block, graded modulus: kappa_x = 2.000000e-04 1/um
block, graded modulus: kappa_y = 2.000000e-04 1/um
block, graded modulus: largest stress = 2.9e-12 MPa
modulus factor of graded plate: bottom = 0.20, top = 1.80
quadratic coefficient c = 4.0e-05 1/um^2
quadratic, uniform: curvature = 2.0000e-04 1/um
quadratic, uniform: mid-plane stress = 44.44 MPa
quadratic, uniform: surface stress = -88.89 MPa
quadratic, graded: curvature = 2.5424e-04 1/um
disc R = 50 um: linear deflection = 0.250 um
  nonlinear deflection = 0.2500 um
  mean curvature / g = 0.99982
  leading centre stress = 0.6250 MPa
  computed centre mid-plane stress = 0.6247 MPa
  leading edge hoop stress = -1.2500 MPa
  computed edge mid-plane hoop stress = -1.2496 MPa
  largest stress anywhere = 1.2613 MPa
disc R = 100 um: linear deflection = 1.000 um
  nonlinear deflection = 0.9972 um
  mean curvature / g = 0.99717
  leading centre stress = 2.5000 MPa
  computed centre mid-plane stress = 2.4840 MPa
  leading edge hoop stress = -5.0000 MPa
  computed edge mid-plane hoop stress = -4.9756 MPa
  largest stress anywhere = 5.1616 MPa
disc R = 300 um: linear deflection = 9.000 um
  nonlinear deflection = 7.7026 um
  mean curvature / g = 0.85584
  leading centre stress = 22.5000 MPa
  computed centre mid-plane stress = 15.7782 MPa
  leading edge hoop stress = -45.0000 MPa
  computed edge mid-plane hoop stress = -34.4642 MPa
  largest stress anywhere = 44.0541 MPa
```
